# Exactness, upper bound and truncation error of k·p band interpolation: verification in Python

```python
# k.p interpolation in the basis of bands at k0 (Hartree atomic units).
# H_k = (p+k)^2/2 + V, V local; q = k-k0; e_n, u_n: bands at k0; P_nm = <u_n|p+k0|u_m>.
# k.p matrix: (e_n + q^2/2) delta_nm + q.P_nm on a kept set of bands.
# Under test: exact for a complete set; upper bound if the lowest M bands are kept;
# error = C2 q^2 + C3 q^3 + ..., C2 = sum_{l omitted} |P_nl|^2/(e_l - e_n);
# degenerate, cut-multiplet, omitted-lower-band and nonlocal cases; zone average.
# Model: V(x) = -V0 cos(G x), G = 2 pi/a. Arrays count bands from 0, labels from 1.
import numpy as np
from numpy.linalg import eigh, eigvalsh
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import physical_constants

MEV = 1e3 * physical_constants['Hartree energy in eV'][0]
a, V0, k0 = 6.0, 0.5, 0.3
G = 2 * np.pi / a
ns = np.arange(-10, 11)
NB = len(ns)
ALL = list(range(NB))

def ham(k, harm=1, w=0.0, sig=1.0):
    K = k + G * ns
    f = np.exp(-0.5 * (sig * K)**2)
    return np.diag(K**2 / 2) - V0 / 2 * (np.eye(NB, k=harm) + np.eye(NB, k=-harm)) + w * np.outer(f, f)

def reference(k, harm=1):
    e, C = eigh(ham(k, harm))
    return e, C, C.T @ ((k + G * ns)[:, None] * C)

def kp(e, P, keep, q):
    return eigvalsh(np.diag(e[keep] + q * q / 2) + q * P[np.ix_(keep, keep)])

def c2(e, P, keep, n):
    return sum(P[n, l]**2 / (e[l] - e[n]) for l in range(len(e)) if l not in keep)

def third(e, P, idx, n):
    s = [l for l in idx if l != n]
    t = P[s, n] / (e[n] - e[s])
    return t @ P[np.ix_(s, s)] @ t - P[n, n] * t @ t

def even_odd(f, h=0.005):
    # q^2 and q^3 coefficients of f (f(0)=0, no linear term), Richardson-extrapolated
    ev = lambda q: (f(q) + f(-q)) / (2 * q**2)
    od = lambda q: (f(q) - f(-q)) / (2 * q**3)
    return (4 * ev(h) - ev(2 * h)) / 3, (4 * od(h) - od(2 * h)) / 3

def hill(E):
    # Hill discriminant from direct integration of y'' = 2(V-E)y over one cell
    E = np.atleast_1d(E); m = len(E)
    def rhs(x, y):
        y = y.reshape(4, m); g = 2 * (-V0 * np.cos(G * x) - E)
        return np.concatenate([y[1], g * y[0], y[3], g * y[2]])
    y0 = np.concatenate([np.ones(m), np.zeros(2 * m), np.ones(m)])
    y = solve_ivp(rhs, (0, a), y0, method='DOP853', rtol=1e-12, atol=1e-13).y[:, -1].reshape(4, m)
    return (y[0] + y[3]) / 2

Eg = np.linspace(-0.5, 2.0, 126)
Dg = hill(Eg)
def ode_band(k, n):
    c = np.cos(k * a)
    i = np.where((Dg[:-1] - c) * (Dg[1:] - c) < 0)[0][n]
    return brentq(lambda E: hill(E)[0] - c, Eg[i], Eg[i + 1], xtol=1e-14)

e, C, P = reference(k0)
print(f"a = {a} bohr, G = {G:.6f} 1/bohr, V0 = {V0} Ha, k0 = {k0} 1/bohr, plane waves = {NB}")
print("e_1..e_5 at k0 (Ha):", " ".join(f"{x:.6f}" for x in e[:5]))
print("P_11, |P_12|..|P_15| (1/bohr):", f"{P[0,0]:.6f}", " ".join(f"{abs(x):.6f}" for x in P[0, 1:5]))

# complete basis against direct integration, also outside the first zone
dev = max(abs(kp(e, P, ALL, q)[n] - ode_band(k0 + q, n)) for q in (0.0, -0.2, 0.15, 0.7) for n in range(3))
assert dev < 1e-9
print(f"complete k.p vs Hill discriminant, max deviation = {dev:.1e} Ha")
perC, per2 = kp(e, P, ALL, G)[0] - e[0], kp(e, P, [0, 1], G)[0] - e[0]
assert abs(perC) < 1e-10 and per2 > 1e-2
print(f"E_1(q=G)-e_1: complete {perC:.1e} Ha, M=2 {per2:.6f} Ha")

# upper bound and monotonicity in M
for q in np.linspace(-0.6, 1.2, 37):
    ex = eigvalsh(ham(k0 + q))
    for M in range(1, 9):
        EM = kp(e, P, list(range(M)), q)
        assert np.all(EM >= ex[:M] - 1e-11)
        assert np.all(EM >= kp(e, P, list(range(M + 1)), q)[:M] - 1e-11)

# Loewdin partition with the energy taken from direct integration
q, S, O = 0.15, [0, 1], ALL[2:]
E = ode_band(k0 + q, 0)
Hq = np.diag(e + q * q / 2) + q * P
Sig = -q * q * P[np.ix_(S, O)] @ np.linalg.solve(Hq[np.ix_(O, O)] - E * np.eye(len(O)), P[np.ix_(O, S)])
assert abs(eigvalsh(Hq[np.ix_(S, S)] + Sig)[0] - E) < 1e-9 and eigvalsh(Sig).max() < 1e-14
print(f"Loewdin term at q={q}, M=2: eigenvalues {eigvalsh(Sig)[0]:.4e} {eigvalsh(Sig)[1]:.4e} Ha")

# quadratic and cubic coefficients for every kept band
for M in (1, 2, 3, 4):
    keep = list(range(M))
    for n in keep:
        m2, m3 = even_odd(lambda q: kp(e, P, keep, q)[n] - eigvalsh(ham(k0 + q))[n])
        f2, f3 = c2(e, P, keep, n), third(e, P, keep, n) - third(e, P, ALL, n)
        assert f2 > 0 and abs(m2 - f2) < 1e-7 + 1e-4 * f2
        assert abs(m3 - f3) < 1e-5 + 1e-3 * abs(f3)
        if n == 0:
            print(f"band 1, M={M}: C2 {f2:.6e} (measured {m2:.6e}) Ha bohr^2, C3 {f3:.5e} ({m3:.5e}) Ha bohr^3")
C2, C3 = c2(e, P, S, 0), third(e, P, S, 0) - third(e, P, ALL, 0)
print("M=2 terms of C2, l=3,4,5 (Ha bohr^2):", " ".join(f"{P[0,l]**2/(e[l]-e[0]):.4e}" for l in (2, 3, 4)))

# slope and curvature from direct integration
h = 0.01
b = {j: ode_band(k0 + j * h, 0) for j in (-2, -1, 0, 1, 2)}
slope = (8 * (b[1] - b[-1]) - (b[2] - b[-2])) / (12 * h)
curv = (16 * (b[1] + b[-1]) - (b[2] + b[-2]) - 30 * b[0]) / (12 * h * h)
curvM = 2 * even_odd(lambda q: kp(e, P, S, q)[0] - e[0])[0]
assert abs(slope - P[0, 0]) < 1e-6 and abs((curvM - curv) / 2 - C2) < 1e-5
print(f"band 1: slope {slope:.6f} Ha bohr; 1/m* exact {curv:.6f}, M=2 {curvM:.6f}, half difference {(curvM-curv)/2:.6f}")

# weight lost to omitted bands
lost = even_odd(lambda q: np.sum((C.T @ eigh(ham(k0 + q))[1][:, 0])[O]**2))[0]
wf = np.sum(P[0, O]**2 / (e[O] - e[0])**2)
assert abs(lost - wf) < 1e-4 * wf
print(f"lost weight / q^2: formula {wf:.6e}, measured {lost:.6e} bohr^2")

# closure bound with <V> from real-space quadrature
x = np.arange(256) * a / 256
Vav = np.mean(np.abs(np.exp(1j * G * np.outer(x, ns)) @ C[:, 0])**2 * (-V0 * np.cos(G * x)))
R = 2 * (e[0] - Vav) - np.sum(P[0, S]**2)
assert abs(R - np.sum(P[0, O]**2)) < 1e-10 and C2 <= R / (e[2] - e[0])
print(f"<V> = {Vav:.6f} Ha, R = {R:.6f} 1/bohr^2, bound R/(e_3-e_1) = {R/(e[2]-e[0]):.6e} Ha bohr^2")

print("band 1, M=2: q(1/bohr) exact(Ha) k.p(Ha) error(Ha) C2q^2(Ha) +C3q^3(Ha) error(meV)")
for q in (-0.2, -0.1, -0.05, 0.05, 0.1, 0.2):
    ex, ap = eigvalsh(ham(k0 + q))[0], kp(e, P, S, q)[0]
    print(f" {q:+.2f} {ex:.6f} {ap:.6f} {ap-ex:.4e} {C2*q*q:.4e} {C2*q*q+C3*q**3:.4e} {(ap-ex)*MEV:.3f}")

# time-reversal-invariant reference point: even error
eg, _, Pg = reference(0.0)
errg = lambda q: kp(eg, Pg, S, q)[0] - eigvalsh(ham(q))[0]
assert abs(errg(0.1) - errg(-0.1)) < 1e-12 and abs(third(eg, Pg, S, 0) - third(eg, Pg, ALL, 0)) < 1e-10
assert abs(even_odd(errg)[0] - c2(eg, Pg, S, 0)) < 1e-7
print(f"k0=0, M=2: C2 = {c2(eg,Pg,S,0):.6e} Ha bohr^2, error at q=+-0.1: {errg(0.1):.4e} {errg(-0.1):.4e} Ha")

# lowest band omitted: band 2 falls below the exact band
keep = [1, 2, 3]
m2 = even_odd(lambda q: kp(e, P, keep, q)[0] - eigvalsh(ham(k0 + q))[1])[0]
f2 = c2(e, P, keep, 1)
assert f2 < 0 and abs(m2 - f2) < 1e-4 * abs(f2)
print(f"keep bands 2-4, band 2: C2 {f2:.6f} (measured {m2:.6f}) Ha bohr^2")

# half-period potential -V0 cos(2Gx): bands 1,2 cross at k0 = G/2
ed, _, Pd = reference(G / 2, 2)
assert abs(ed[1] - ed[0]) < 1e-11
pv, U = eigh(Pd[:2, :2])
exd = lambda q: eigvalsh(ham(G / 2 + q, 2))
rich = lambda f, q: 2 * f(q) - f(2 * q)
st = (U[:, 0] + U[:, 1]) / np.sqrt(2)
lin = rich(lambda q: (ed[0] + q * (st @ Pd[:2, :2] @ st) + q * q / 2 - exd(q)[0]) / q, 0.002)
assert pv[1] > 0.1 and abs(lin - pv[1]) < 1e-4 * pv[1]
print(f"crossing: v = {pv[1]:.6f}, cut level error/|q| = {lin:.6f} Ha bohr")
for j in (0, 1):
    f2 = np.sum((U[:, j] @ Pd[:2, 2:])**2 / (ed[2:] - ed[0]))
    m2 = rich(lambda q: (kp(ed, Pd, S, q)[j] - exd(q)[j]) / q**2, 0.002)
    assert abs(m2 - f2) < 1e-3 * f2
print(f"crossing, pair kept: C2 {f2:.6e} (measured {m2:.6e}) Ha bohr^2")

# 2D square lattice: V = -V0(cos Gx + cos Gy) - V11 cos Gx cos Gy
V11, th = 0.1, 0.4
nn = np.array([(i, j) for i in range(-6, 7) for j in range(-6, 7)])
dn = np.abs(nn[:, None, :] - nn[None, :, :])
V2 = -V0 / 2 * (dn.sum(2) == 1) - V11 / 4 * ((dn[..., 0] == 1) & (dn[..., 1] == 1))
ham2 = lambda k: np.diag(((k + G * nn)**2).sum(1) / 2) + V2
dr = np.array([np.cos(th), np.sin(th)])
def ref2(k):
    e2, C2d = eigh(ham2(k))
    return e2, [C2d.T @ ((k[i] + G * nn[:, i])[:, None] * C2d) for i in (0, 1)]
k2 = np.array([0.2, 0.1])
e2, Pxy = ref2(k2)
T = np.array([[np.sum(A[0, 3:] * B[0, 3:] / (e2[3:] - e2[0])) for B in Pxy] for A in Pxy])
Pn = dr[0] * Pxy[0] + dr[1] * Pxy[1]
m2 = even_odd(lambda s: kp(e2, Pn, [0, 1, 2], s)[0] - eigvalsh(ham2(k2 + s * dr))[0])[0]
assert abs(m2 - dr @ T @ dr) < 1e-4 * m2
print(f"2D: V11 = {V11} Ha, direction angle {th} rad, k0 = {k2[0]},{k2[1]} 1/bohr, M=3, band 1")
print(f" Cxx {T[0,0]:.5e} Cxy {T[0,1]:.5e} Cyy {T[1,1]:.5e}; along direction {dr@T@dr:.5e} ({m2:.5e}) Ha bohr^2")
e2, Pxy = ref2(np.zeros(2))
Pn = dr[0] * Pxy[0] + dr[1] * Pxy[1]
assert abs(e2[2] - e2[1]) < 1e-10 and e2[3] - e2[2] > 0.05 and e2[5] - e2[4] > 0.1
assert np.abs(Pn[1:3, 1:3]).max() < 1e-10
def Wmat(idx):
    s = [l for l in idx if l not in (1, 2)]
    return (Pn[1:3][:, s] / (e2[1] - e2[s])) @ Pn[s][:, 1:3]
f2 = eigvalsh(Wmat(range(5))) - eigvalsh(Wmat(range(len(e2))))
m2 = even_odd(lambda s: kp(e2, Pn, list(range(5)), s)[1:3] - eigvalsh(ham2(s * dr))[1:3], 0.002)[0]
assert np.all(f2 > 0) and np.abs(m2 - f2).max() < 1e-4 * f2.max()
print(f"2D k0=0 doublet at {e2[1]:.6f} Ha, M=5: C2 {f2[0]:.5e} {f2[1]:.5e} ({m2[0]:.5e} {m2[1]:.5e}) Ha bohr^2")

# separable nonlocal term w f(K) f(K'), f = exp(-sig^2 K^2/2)
w, sig = -0.2, 1.0
K = k0 + G * ns
f = np.exp(-0.5 * (sig * K)**2); f1 = -sig**2 * K * f; fs = (sig**4 * K**2 - sig**2) * f
en, Cn = eigh(ham(k0, 1, w, sig))
vel = Cn.T @ (np.diag(K) + w * (np.outer(f1, f) + np.outer(f, f1))) @ Cn
Vpp = 2 * w * ((Cn[:, 0] @ fs) * (Cn[:, 0] @ f) + (Cn[:, 0] @ f1)**2)
m2 = even_odd(lambda q: kp(en, vel, ALL, q)[0] - eigvalsh(ham(k0 + q, 1, w, sig))[0])[0]
assert m2 < -1e-2 and abs(m2 + Vpp / 2) < 1e-4 * abs(Vpp)
for q in np.linspace(-0.6, 0.6, 13):
    Hk = ham(k0 + q, 1, w, sig)
    assert np.all(eigvalsh(Cn[:, :2].T @ Hk @ Cn[:, :2]) >= eigvalsh(Hk)[:2] - 1e-11)
print(f"nonlocal w = {w} Ha, sigma = {sig} bohr, complete basis, band 1:")
print(f" -<V''>/2 = {-Vpp/2:.6f}, measured error/q^2 = {m2:.6f} Ha bohr^2")

# zone average of band 1 from N reference points, M=2
gx, gw = np.polynomial.legendre.leggauss(6)
for N, tol in ((16, 0.03), (32, 0.01)):   # remainder is of relative order h^2
    hh = G / (2 * N)
    exa = apx = cm = 0.0
    for kj in -G / 2 + hh * (2 * np.arange(N) + 1):
        ej, _, Pj = reference(kj)
        cm += c2(ej, Pj, S, 0) / N
        for t, wt in zip(gx, gw):
            exa += wt / (2 * N) * eigvalsh(ham(kj + hh * t))[0]
            apx += wt / (2 * N) * kp(ej, Pj, S, hh * t)[0]
    pred = cm * hh**2 / 3
    assert abs(apx - exa - pred) < tol * pred
    print(f"N={N}: h {hh:.5f} 1/bohr, mean band {exa:.7f} Ha, <C2> {cm:.5e} Ha bohr^2")
    print(f" excess {apx-exa:.4e} Ha ({(apx-exa)*MEV:.4f} meV), <C2>h^2/3 {pred:.4e} Ha")
print("all good")
```

Running it gives:

```
a = 6.0 bohr, G = 1.047198 1/bohr, V0 = 0.5 Ha, k0 = 0.3 1/bohr, plane waves = 21
e_1..e_5 at k0 (Ha): -0.166648 0.368508 0.950467 1.631512 2.878053
P_11, |P_12|..|P_15| (1/bohr): 0.059867 0.518993 0.145076 0.051943 0.008334
complete k.p vs Hill discriminant, max deviation = 9.2e-14 Ha
E_1(q=G)-e_1: complete -1.4e-16 Ha, M=2 0.075085 Ha
Loewdin term at q=0.15, M=2: eigenvalues -2.5683e-03 -1.9088e-04 Ha
band 1, M=1: C2 5.236830e-01 (measured 5.236830e-01) Ha bohr^2, C3 3.75870e-01 (3.75870e-01) Ha bohr^3
band 1, M=2: C2 2.036446e-02 (measured 2.036446e-02) Ha bohr^2, C3 -9.10701e-02 (-9.10701e-02) Ha bohr^3
band 1, M=3: C2 1.523840e-03 (measured 1.523839e-03) Ha bohr^2, C3 1.13131e-02 (1.13131e-02) Ha bohr^3
band 1, M=4: C2 2.340486e-05 (measured 2.340431e-05) Ha bohr^2, C3 -1.93831e-04 (-1.93862e-04) Ha bohr^3
M=2 terms of C2, l=3,4,5 (Ha bohr^2): 1.8841e-02 1.5004e-03 2.2810e-05
band 1: slope 0.059867 Ha bohr; 1/m* exact -0.047366, M=2 -0.006637, half difference 0.020364
lost weight / q^2: formula 1.770748e-02, measured 1.770748e-02 bohr^2
<V> = -0.315026 Ha, R = 0.023817 1/bohr^2, bound R/(e_3-e_1) = 2.132021e-02 Ha bohr^2
band 1, M=2: q(1/bohr) exact(Ha) k.p(Ha) error(Ha) C2q^2(Ha) +C3q^3(Ha) error(meV)
 -0.20 -0.176888 -0.175172 1.7162e-03 8.1458e-04 1.5431e-03 46.699
 -0.10 -0.172512 -0.172205 3.0673e-04 2.0364e-04 2.9471e-04 8.347
 -0.05 -0.169655 -0.169592 6.3096e-05 5.0911e-05 6.2295e-05 1.717
 +0.05 -0.163761 -0.163721 4.0451e-05 5.0911e-05 3.9527e-05 1.101
 +0.10 -0.161276 -0.161147 1.2840e-04 2.0364e-04 1.1257e-04 3.494
 +0.20 -0.158501 -0.158132 3.6936e-04 8.1458e-04 8.6018e-05 10.051
k0=0, M=2: C2 = 3.551534e-04 Ha bohr^2, error at q=+-0.1: 5.5888e-05 5.5888e-05 Ha
keep bands 2-4, band 2: C2 -0.503200 (measured -0.503200) Ha bohr^2
crossing: v = 0.441884, cut level error/|q| = 0.441886 Ha bohr
crossing, pair kept: C2 1.627861e-01 (measured 1.627831e-01) Ha bohr^2
2D: V11 = 0.1 Ha, direction angle 0.4 rad, k0 = 0.2,0.1 1/bohr, M=3, band 1
 Cxx 2.33090e-02 Cxy 2.59430e-03 Cyy 1.61125e-02; along direction 2.40787e-02 (2.40787e-02) Ha bohr^2
2D k0=0 doublet at 0.322895 Ha, M=5: C2 7.13741e-02 2.89120e-01 (7.13741e-02 2.89120e-01) Ha bohr^2
nonlocal w = -0.2 Ha, sigma = 1.0 bohr, complete basis, band 1:
 -<V''>/2 = -0.196645, measured error/q^2 = -0.196645 Ha bohr^2
N=16: h 0.03272 1/bohr, mean band -0.1686953 Ha, <C2> 1.73175e-02 Ha bohr^2
 excess 6.2305e-06 Ha (0.1695 meV), <C2>h^2/3 6.1819e-06 Ha
N=32: h 0.01636 1/bohr, mean band -0.1686953 Ha, <C2> 1.73156e-02 Ha bohr^2
 excess 1.5483e-06 Ha (0.0421 meV), <C2>h^2/3 1.5453e-06 Ha
all good
```
